# Non-relativistic shift of hydrogenic s levels from finite nuclear size, part 2

The finite size of a nucleus raises the s levels of a bound electron; we seek the shift and its error. The treatment is non-relativistic and spinless, in atomic units (lengths in bohr, energies in hartree, $E_h$). The nucleus has mass $M$ and rigid charge density $Z\rho$, with $\rho\ge0$, $\int\rho\,d^3r=1$, $\langle r^k\rangle=\int\rho\,r^k\,d^3r$ and $r_N=\langle r^2\rangle^{1/2}$. With $1/\mu=1+1/M$, the small parameter is $\epsilon=\mu Zr_N$. The relative motion obeys

$$H=H_0+\delta V,\qquad H_0=-\frac{\nabla^2}{2\mu}-\frac Zr,\qquad \delta V(\mathbf r)=\frac Zr-Z\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{1}$$

Write $V=-Z/r$. Point-nucleus states are $\psi=(u/r)Y_{lm}$, with $E=-\kappa^2/2\mu$ and $u=e^{-\kappa r}\sum_kc_kr^{k+l+1}$, where

$$c_{k+1}(k+1)(k+2l+2)=2\,[\kappa(k+l+1)-\mu Z]\,c_k. \tag{9}$$

The series ends at $k=n_r=n-l-1$. For $l=0$, $u=c_0r(1-\mu Zr+\dots)$.

Averaged over directions, for vectors of lengths $a$ and $b$,

$$\overline{|\mathbf a-\mathbf b|^{\,p}}=\frac1{4ab}\int_{(a-b)^2}^{(a+b)^2}w^{p/2}dw=\frac{(a+b)^{p+2}-|a-b|^{p+2}}{2(p+2)\,ab}. \tag{2}$$

With $r_>$ the larger length and $r_<$ the smaller, this is $r_>+r_<^2/3r_>$ for $p=1$ and $r_>^3+2r_>r_<^2+r_<^4/5r_>$ for $p=3$.

A spherical density is a stack of shells. For one shell of radius $R$,

$$\delta V=Z\left(\frac1r-\frac1R\right)\ \ (r<R),\qquad \delta V=0\ \ (r>R). \tag{3}$$

For spherical $F$, finite at the origin,

$$\int\delta V\,\nabla^2F\,d^3r=4\pi Z\,[\langle F\rangle-F(0)]. \tag{5}$$

$$\int\delta V\,d^3r=\frac{2\pi Z}3\langle r^2\rangle,\qquad\int\delta V\,r\,d^3r=\frac{\pi Z}3\langle r^3\rangle,\qquad\int\delta V\,r^2d^3r=\frac{\pi Z}5\langle r^4\rangle. \tag{6}$$

First order gives

$$\Delta E_1\simeq\frac{2\pi Z}3\,|\psi(0)|^2\,\langle r^2\rangle, \tag{7}$$

the expectation value of the contact operator $\frac{2\pi Z}3r_N^2\,\delta^3(\mathbf r)$. With

$$u'(0)^2=2\mu Z\langle r^{-2}\rangle_\psi=\frac{4\mu^3Z^3}{n^3},\qquad|\psi_{ns}(0)|^2=\frac{u'(0)^2}{4\pi}=\frac{(\mu Z)^3}{\pi n^3}, \tag{10}$$

where $\langle\dots\rangle_\psi$ averages over the electron, it becomes

$$\Delta E_{ns}=\frac23\,\frac{Z^4\mu^3r_N^2}{n^3}\qquad(\text{leading order in }\epsilon=\mu Zr_N). \tag{11}$$

Including the cusp, still in first order,

$$\Delta E_1=\frac23\frac{Z^4\mu^3}{n^3}\left[\langle r^2\rangle-\mu Z\langle r^3\rangle+\dots\right]. \tag{12}$$

Entry 6 showed that for a point nucleus displaced by $d$, the dipole part of $\delta V$, $-Zd\cos\theta/r^2$, contributes in second order at order $d^2$ and cancels (7). The origin is therefore the centre of charge, assumed for finite $M$ to coincide with the centre of mass.

The four test models are a shell, a uniform sphere, a Gaussian $\rho\propto e^{-r^2/a^2}$ and an exponential $\rho\propto e^{-r/a}$.

## 7. The exact identity and the error of the formula

Entry 6 shows that second order has to be examined. Take $\rho$ spherical. Let $u_0$ solve $u_0''=2\mu(V-E_0)u_0$ and let $u$ solve the exact equation $u''=2\mu(V+\delta V-E)u$, both for $l=0$. Multiply the second by $u_0$, the first by $u$, and subtract:

$$(u_0u'-uu_0')'=2\mu(\delta V-\Delta E)\,u_0u,\qquad\Delta E=E-E_0 .$$

Both functions vanish at $0$ and at $\infty$, so the left side integrates to zero and

$$\Delta E=\frac{\int_0^\infty u_0\,\delta V\,u\,dr}{\int_0^\infty u_0u\,dr}=\frac{\int\psi_0\,\delta V\,\psi\,d^3r}{\int\psi_0\psi\,d^3r}. \tag{14}$$

No approximation has been made. The program tests (14) far from the perturbative regime, on a shell with $Z=\mu=1$ and $R=0.3$ bohr: the eigenvalue from matching and the right side of (14) both give $0.0351974\,E_h$.

The numerator needs the true $\psi$ inside the nucleus only. There $\nabla^2\psi=2\mu(V_{\rm true}-E)\psi$ with $V_{\rm true}=-Z\int\rho'/|\mathbf r-\mathbf r'|\,d^3r'$ of size $Z/r_N$, while $E$ is of size $\mu Z^2$, smaller by $\epsilon$. Write $\psi=\psi_0(0)(1+\chi)$. The source $2\mu V_{\rm true}$ acting over a length $r_N$ produces $\chi\sim\mu Zr_N=\epsilon$. Although $\delta V$ is large, the nucleus is too small to bend the wavefunction much, and this is the reason first order works. To first order in $\epsilon$, $\nabla^2\chi=2\mu V_{\rm true}$. Since $\nabla^2r=(r^2)''/r=2/r$, the function

$$g(\mathbf r)=\int\rho(\mathbf r')\,|\mathbf r-\mathbf r'|\,d^3r'$$

has $\nabla^2g=2\int\rho'/|\mathbf r-\mathbf r'|\,d^3r'$, and $\chi=-\mu Zg+{\rm const}$, a constant being the only spherical solution of Laplace's equation regular at the origin. Outside the charge the $p=1$ average gives $g=r+\langle r^2\rangle/3r$. With the constant set to zero,

$$r\psi=\psi_0(0)\left[r(1-\mu Zr)-\tfrac13\mu Z\langle r^2\rangle\right]\qquad(r_N\ll r\ll1/\mu Z).$$

The first term is the point-nucleus function with its cusp and its normalization. The second is a small admixture of the irregular Coulomb solution, which starts as a constant. Its amplitude $\mu Zr_N^2$, compared with the size $1/\mu Z$ that the first term reaches at the orbit scale, is $\epsilon^2$. The energy change is also of relative order $\epsilon^2$. Just outside the nucleus the second term is still a relative change of order $\epsilon$, but it falls off as $1/r$. The denominator of (14) collects nearly all its weight at the orbit scale, where with this normalization $\psi$ and $\psi_0$ differ only by relative order $\epsilon^2$, up to a logarithm. The denominator is therefore $1$ up to terms of order $\epsilon^2\ln\epsilon$. The logarithm arises as follows. The irregular solution obeys $w''\simeq-2\mu Zw/r$, so $w=1-2\mu Zr\ln(\mu Zr)+\dots$ because $(r\ln r)''=1/r$. At $r\sim r_N$ this alters the coefficient of $r$ by relative order $\epsilon^2\ln\epsilon$, which sets the size of the neglected terms. The program tests the interior form on the four models: the integrated wavefunction changes between centre and edge by $-\mu Z[g(r)-g(0)]$ with $g(0)=\langle r\rangle$.

Insert $\psi_0=\psi_0(0)(1-\mu Zr)$ and $\psi=\psi_0(0)(1-\mu Zg)$ in (14):

$$\Delta E=|\psi_0(0)|^2\int\delta V\,(1-\mu Zr-\mu Zg)\,d^3r .$$

The first two integrals are in (6). For the third, $\nabla^2r^3=12r$ means that $G=\frac1{12}\int\rho'|\mathbf r-\mathbf r'|^3d^3r'$ has $\nabla^2G=g$. It is spherical, so (5) applies, with $G(0)=\langle r^3\rangle/12$ and $\langle G\rangle=\langle r^3\rangle_{(2)}/12$, where

$$\langle r^3\rangle_{(2)}=\iint\rho(\mathbf r)\rho(\mathbf r')\,|\mathbf r-\mathbf r'|^3d^3r\,d^3r'$$

is the Friar moment. Thus $\int\delta V\,g\,d^3r=\frac{\pi Z}3[\langle r^3\rangle_{(2)}-\langle r^3\rangle]$. In the sum with $\int\delta V\,r\,d^3r=\frac{\pi Z}3\langle r^3\rangle$ the plain third moment cancels, and with (10)

$$\Delta E_{ns}=\frac23\frac{Z^4\mu^3}{n^3}\left[\langle r^2\rangle-\frac{\mu Z}2\langle r^3\rangle_{(2)}\right],\qquad\text{remainder of relative order }\epsilon^2\ln\epsilon. \tag{15}$$

This establishes (11) as the leading term for spherical nuclei, with relative error of order $\epsilon$. The shape of the charge enters at that order.

Sign check. The difference between (15) and the first-order result (12) is $-\mu Z|\psi_0(0)|^2\int\delta V(g-r)\,d^3r$. Each shell has $\delta V\ge0$ by (3), and $r_>+r_<^2/3r_>\ge r$ gives $g\ge r$. The difference is negative: the electron withdraws slightly from the region of weakened attraction, and for the ground state a negative second-order term is required. The same inequality reads $\langle r^3\rangle_{(2)}\ge2\langle r^3\rangle$ for spherical $\rho\ge0$.

The contact operator beyond first order. Outside the nucleus the response is $-\mu Z(g-r)=-\mu Z\langle r^2\rangle/3r$. For a true delta function this form would hold down to $r=0$, and a second-order calculation would evaluate $1/r$ at the origin. The real nucleus cuts it off at $r\sim r_N$, giving the finite relative correction $\mu Zr_N$ whose coefficient depends on shape. The delta function cannot supply that coefficient.

Friar moments. For the shell, (2) with $p=3$ and $a=b=R$ gives $(2R)^5/10R^2=\frac{16}5R^3$, so the shift carries the factor $1-\frac85\mu ZR$, against $1-\mu ZR$ in first order. For the uniform sphere, take twice the region $b<a$ with weights $3a^2/R^3$ and $3b^2/R^3$:

$$\langle r^3\rangle_{(2)}=\frac{18}{R^6}\int_0^Ra^2da\int_0^ab^2\left(a^3+2ab^2+\frac{b^4}{5a}\right)db=\frac{18}{R^6}\left(\frac13+\frac25+\frac1{35}\right)\int_0^Ra^8da .$$

The bracket is $(35+42+3)/105=16/21$ and the integral is $R^9/9$, so $\langle r^3\rangle_{(2)}=\frac{32}{21}R^3$, which is $3.2787\,r_N^3$ with $R=\sqrt{5/3}\,r_N$.

Test against exact eigenvalues. The program integrates the radial equation numerically through the nucleus and matches it to the decaying Coulomb solution $ze^{-z/2}U(1-\nu,2,z)$, with $z=2\kappa r$, $\nu=\mu Z/\kappa$ and $U$ the Tricomi function, and solves for $\nu$. For all four models at $r_N=10^{-4}$ bohr and $(Z,n,\mu)=(1,1,1)$, $(5,2,1)$, $(2,3,3)$, it asserts that the ratio of the exact shift to (11) equals the bracket of (15) divided by $r_N^2$, within $10\,\epsilon^2(1+|\ln\epsilon|)+10^{-8}$.

## 8. Second order for a non-spherical nucleus

The three-dimensional form of (14) holds for any shape, since it needs only that $H_0$ is Hermitian. What is new is the long-range multipole part of $\delta V$, of size $ZR^l/r^{l+1}$ outside the charge. Its response obeys $\nabla^2\chi_l=2\mu\,\delta V_l$ for $r\ll1/\mu Z$, so $\chi_l\sim\mu ZR^l/r^{l-1}$. Its contribution to the energy, in units of $|\psi_0(0)|^2$, scales as

$$\int\delta V_l\,\chi_l\,r^2dr\sim\mu Z^2R^{2l}\int_R^{1/\mu Z}r^{2-2l}dr .$$

For $l\ge2$ the integral is dominated by the lower limit and the result is $\mu Z^2R^3$, smaller than the leading $ZR^2$ by $\epsilon$. For $l=1$ the integrand is constant, the upper limit dominates, and the result is $ZR^2$, as large as the leading term. This is the dipole effect of entry 6, and it is the only multipole that can compete. With the origin at the centre of charge, (11) is the leading shift for any charge distribution.

This estimate gives the order of the correction and not its coefficient. Equation (15) was derived for spherical $\rho$, and for other shapes it has been tested here on one case. Take two fixed charges $Z/2$ at $\pm b\hat{\mathbf z}$, with $\mu=1$ and only the electronic energy counted. Then $\langle r^2\rangle=b^2$. Of the four pairs in the Friar moment, each of weight $1/4$, two have separation $2b$ and two have zero, so $\langle r^3\rangle_{(2)}=\frac12(2b)^3=4b^3$ and (15) predicts the factor $1-2Zb$. The problem separates in prolate spheroidal coordinates, and the program solves it to high accuracy, after checking its solver against a Gaussian-basis calculation for $\mathrm H_2^+$. For $Z=2$ and $b=0.002$ bohr the exact shift divided by (11) is $0.99202$ and the prediction is $0.99200$, within the same tolerance formula. The first-order factor from (12) would be $1-Zb$, half the departure from unity.

## 9. States with l > 0

For $l>0$ the density vanishes at the origin and the contact term gives nothing. Take 2p and a spherical nucleus. From (9) with $n_r=0$, $l=1$: $\kappa=\mu Z/2$ and the radial function is $R_{21}=(\mu Z)^{5/2}\,r\,e^{-\mu Zr/2}/\sqrt{24}$, normalized because $\int_0^\infty x^4e^{-x}dx=24$. Near the centre $R_{21}^2\simeq(\mu Z)^5r^2/24$. Since $\delta V$ is spherical, $\Delta E_1=\int\delta V R_{21}^2r^2dr=\frac1{4\pi}\int\delta VR_{21}^2d^3r$, and the third integral of (6) gives

$$\Delta E_{2p}\simeq\frac{(\mu Z)^5}{24}\cdot\frac1{4\pi}\cdot\frac{\pi Z}5\langle r^4\rangle=\frac{Z^6\mu^5\langle r^4\rangle}{480}. \tag{16}$$

Divided by the 2s shift $Z^4\mu^3\langle r^2\rangle/12$ this is $(\mu Z)^2\langle r^4\rangle/40\langle r^2\rangle$, of order $\epsilon^2$. The program tests (16) by quadrature for the uniform sphere. In this non-relativistic model with a spherical nucleus the size effect therefore lifts $ns$ above the other levels of the same $n$. A deformed nucleus is different: a p density is not spherical, so the quadrupole term $ZR^2/r^3$ has a diagonal element of order $ZR^2(\mu Z)^3$, the same order in $\epsilon$ as the s shift, with a size and sign that depend on the deformation and on $m$. That is the quadrupole interaction, which lies outside this calculation.

## 10. Hydrogen with a radius of 0.84 fm

Take $Z=1$ and $r_N=0.84$ fm, a two-figure value for the rms charge radius of the proton. With $a_0=52917.72$ fm,

$$r_N=\frac{0.84}{52917.72}=1.587370\times10^{-5}\ \text{bohr},\qquad r_N^2=2.519743\times10^{-10}\ \text{bohr}^2 .$$

For infinite nuclear mass,

$$\Delta E_{1s}=\tfrac23\times2.519743\times10^{-10}=1.679829\times10^{-10}\,E_h ,$$

and multiplying by $E_h/h=6.5796839\times10^{15}$ Hz gives $1.105274$ MHz. With $m_p/m_e=1836.1527$, $\mu=1/(1+1/1836.1527)=0.9994557$ and $\mu^3=0.9983679$. The density at the origin falls from $0.318310$ to $0.317790\ \text{bohr}^{-3}$, and

$$\Delta E_{1s}=0.9983679\times1.679829\times10^{-10}=1.677087\times10^{-10}\,E_h,\qquad\Delta E_{1s}/h=1.103470\ \text{MHz}.$$

This is $3.356\times10^{-10}$ of the binding energy. The result is about $1.1$ MHz. Changing $r_N$ from $0.84$ to $0.85$ fm raises it by $26.4$ kHz, so a two-figure radius fixes the shift only as $1.10$ MHz with the last figure uncertain. The extra digits are kept below solely to compare models at exactly the same $r_N$. Relativistic corrections are not computed here. Their relative size is not just $\alpha^2=5.3\times10^{-5}$. The Dirac 1s density varies near a point nucleus as $r^{2\gamma-2}$ with $\gamma=\sqrt{1-(Z\alpha)^2}$, so between the orbit scale and the nucleus it gains a relative amount of about $(Z\alpha)^2\ln(1/\epsilon)$. Here that is $5.3\times10^{-5}\times11\approx6\times10^{-4}$, or roughly $0.7$ kHz, so digits of this model below the kilohertz do not describe the real atom.

The 2s shift is one eighth of the 1s shift, $1103.470/8=137.934$ kHz. The lower level rises more than the upper one, so the 1s–2s interval changes by $137.93-1103.47\approx-965.5$ kHz, seven eighths of the 1s shift. The 2p shift for a uniform sphere, with $\langle r^4\rangle=1.1905\,r_N^4$, follows from (16):

$$\mu^5\times\frac{1.1905\times(2.519743\times10^{-10})^2}{480}\times6.5796839\times10^{15}\ \text{Hz}=1.03\times10^{-6}\ \text{Hz}.$$

This figure belongs to the non-relativistic model and describes only the $2p_{3/2}$ level of the real atom. In the Dirac equation the small component of $2p_{1/2}$ has the angular form of an s state and does not vanish at the nucleus. It puts a density of relative order $(Z\alpha)^2$ there, and for the same sphere the $2p_{1/2}$ level rises by about $1.4$ Hz, a million times more than (16), while $2p_{3/2}$ stays near $10^{-6}$ Hz.

Shape dependence. One unit of the correction is the leading shift times $\epsilon$,

$$1.103470\times10^6\ \text{Hz}\times0.9994557\times1.587370\times10^{-5}=17.51\ \text{Hz}.$$

The first-order cusp term of (12) is minus this unit times $\langle r^3\rangle/r_N^3$. The Friar term of (15) is minus this unit times $\langle r^3\rangle_{(2)}/2r_N^3$; for the shell, with the unit carried to one more digit, $-17.507\times3.2000/2=-28.01$ Hz. All four models have $r_N=0.84$ fm, which for the uniform sphere means an edge at $R=1.0844$ fm.

| model | $\langle r^3\rangle_{(2)}/r_N^3$ | cusp term (Hz) | Friar term (Hz) | exact − leading (Hz) |
|---|---|---|---|---|
| shell | 3.2000 | −17.51 | −28.01 | −28.01 |
| sphere | 3.2787 | −18.83 | −28.70 | −28.70 |
| Gaussian | 3.4745 | −21.51 | −30.41 | −30.42 |
| exponential | 3.7889 | −25.27 | −33.17 | −33.17 |

The exact non-relativistic 1s shifts run from $1.103442$ MHz for the shell to $1.103437$ MHz for the exponential. Four quite different charge clouds give shifts within about $5$ Hz of one another out of $1.1$ MHz, and all lie about $30$ Hz below (11). The Friar term accounts for the departure to the last printed digit, apart from one unit in that digit for the Gaussian, while the first-order cusp term alone does not. The third moments, $\langle r^3\rangle/r_N^3=1.0000$, $1.0758$, $1.2284$ and $1.4434$ in the same order, all satisfy $\langle r^3\rangle_{(2)}\ge2\langle r^3\rangle$. For 2s the exact sphere value is $137.930$ kHz against the leading $137.934$ kHz.

## 11. Growing the nucleus

To see the expansion degrade, take a uniform sphere with $Z=\mu=1$, so that $\epsilon=r_N$ in bohr, and compare the exact 1s shift divided by (11) with the factor $1-3.2787\,\epsilon/2$ from (15). These rows are printed by the program for inspection and are not asserted.

| $r_N$ (bohr) | exact / leading | factor from (15) |
|---|---|---|
| 0.001 | 0.99836 | 0.99836 |
| 0.01 | 0.98341 | 0.98361 |
| 0.1 | 0.83605 | 0.83606 |

The leading formula fails as expected: the exact shift falls below it by about $0.16\%$, $1.7\%$ and $16\%$ of the leading value, in proportion to $\epsilon$. At $\epsilon=0.01$ the corrected factor is too high by $0.00020$, about $2\epsilon^2$, which fits a remainder of order $\epsilon^2\ln\epsilon$. The last row is unexpected. At $\epsilon=0.1$ a remainder of order $10^{-2}$ would be natural, yet the two numbers differ by $0.00001$. The reason is a change of sign. Solving the same problem at two neighbouring sizes, not included in the printed output, gives exact minus (15) equal to $-0.0016$ at $\epsilon=0.05$ and $+0.0023$ at $\epsilon=0.12$, so the remainder passes through zero close to $\epsilon=0.1$. The agreement in that row is accidental and should not be read as the accuracy of (15) at such a size.

Besides a larger radius, $\epsilon=\mu Zr_N$ can grow in two ways. A heavier orbiting particle raises $\mu$, which increases the shift as $\mu^3$ and its relative shape correction as $\mu$. A larger $Z$ raises $\epsilon$ too, but it also raises $Z\alpha$, and once $(Z\alpha)^2$ is not negligible the Schrödinger density at the origin, on which (7) and (10) rest, is no longer the right input. The nucleus has also been taken as rigid, so its polarization by the electron is not included.

The program that performs the tests cited above, and its output, follow this text.

## Computed values

```
rN = 0.84 fm;  a0 = 52917.72 fm;  E_h/h = 6.5796839e+15 Hz
rN = 1.587370e-05 bohr;  rN^2 = 2.519743e-10 bohr^2
m_p/m_e = 1836.1527;  mu = 0.9994557;  mu^3 = 0.9983679
|psi_1s(0)|^2 = 0.318310 (mu=1), 0.317790 (reduced) bohr^-3
uniform-sphere radius R = 1.0844 fm
1s shift, infinite mass: 1.679829e-10 E_h = 1.105274 MHz
1s shift, reduced mass: 1.677087e-10 E_h = 1.103470 MHz
1s shift / binding energy = 3.3560e-10
2s shift = 137.934 kHz;  change of 1s-2s interval = -965.537 kHz
1s change for rN 0.84 -> 0.85 fm = 26.43 kHz
alpha^2 (scale of omitted relativity) = 5.33e-05
shell: <r^3>/rN^3 = 1.0000, <r^3>_(2)/rN^3 = 3.2000
  exact 1s = 1.103442 MHz; exact-leading = -28.01 Hz
  Friar term = -28.01 Hz; first-order cusp term = -17.51 Hz
sphere: <r^3>/rN^3 = 1.0758, <r^3>_(2)/rN^3 = 3.2787
  exact 1s = 1.103442 MHz; exact-leading = -28.70 Hz
  Friar term = -28.70 Hz; first-order cusp term = -18.83 Hz
Gaussian: <r^3>/rN^3 = 1.2284, <r^3>_(2)/rN^3 = 3.4745
  exact 1s = 1.103440 MHz; exact-leading = -30.42 Hz
  Friar term = -30.41 Hz; first-order cusp term = -21.51 Hz
exponential: <r^3>/rN^3 = 1.4434, <r^3>_(2)/rN^3 = 3.7889
  exact 1s = 1.103437 MHz; exact-leading = -33.17 Hz
  Friar term = -33.17 Hz; first-order cusp term = -25.27 Hz
exact 2s, sphere = 137.930 kHz
sphere <r^4>/rN^4 = 1.1905;  2p shift = 1.033e-06 Hz
sphere Z=mu=1, rN = 0.001 bohr: exact/leading = 0.99836, Friar 0.99836
sphere Z=mu=1, rN = 0.01 bohr: exact/leading = 0.98341, Friar 0.98361
sphere Z=mu=1, rN = 0.1 bohr: exact/leading = 0.83605, Friar 0.83606
shell rN = 0.3 bohr: exact = 0.0351974 E_h, Wronskian = 0.0351974 E_h
two centres Z=2, b = 0.002 bohr: exact/leading = 0.99202, Friar 0.99200
```
